\section*{Why a surface-energy cusp makes a stressed facet metastable against ripples}

\section{Two surfaces under the same stress}

A crystalline film strained to fit its substrate can lower its elastic energy by becoming uneven: material at a crest relaxes sideways. On a smoothly curved part of the crystal shape, surface energy opposes this weakly, and sufficiently long ripples grow from any small amplitude. This is the Asaro--Tiller--Grinfeld instability. On a facet, a slope requires steps, and each step costs energy. The stress is the same, yet a sufficiently small ripple now raises the energy.

The facet is metastable, since the cusp leaves the elastic driving force in place and a large enough disturbance still lowers the energy. The model below gives the size of that disturbance and bounds the barrier in front of it.

\section{The energy of a shallow surface}

Let the surface be $z=h(x,y)$, with small slope $p=|\nabla h|$, and let $\gamma(\theta)$ be the surface energy per true area at tilt $\theta=\arctan p$. Near a facet with the same cusp in every azimuth,
\[
\gamma=\gamma_0+\beta\theta+\tfrac12\gamma''\theta^2+\dots,\qquad \beta>0 .
\]
A projected area carries $\sqrt{1+p^2}$ times as much true area. Since $\theta=p+O(p^3)$,
\begin{equation}
\gamma\sqrt{1+p^2}=\gamma_0+\beta p+\tfrac12\Gamma p^2+O(p^3),\qquad \Gamma=\gamma_0+\gamma'' .
\end{equation}
Steps of height $s$ have density $p/s$, so $\beta s$ is the energy of a step per length.

The solid is an isotropic half-space with Young modulus $E$, Poisson ratio $\nu$ and equal biaxial in-plane stress $\sigma$. A coherent film on a substrate with the same elastic constants is covered too, if pits stay within the film. Let $\mathbf u$ be the displacement added when the surface becomes uneven, with the remote boundary held fixed. The energy contains the uniform density times the volume, a term linear in $\mathbf u$ and a term quadratic in $\mathbf u$. The first cancels because material is exchanged with a distant flat surface under the same stress. In the second, the initial stress has no divergence, so it becomes a surface integral. With $\mathbf n\,dS=(-\nabla h,1)\,d^2x$ it equals $-\sigma\int\nabla h\cdot\mathbf u\,d^2x$. Minimization therefore gives the response of a flat half-space to the tangential traction $\boldsymbol\tau=\sigma\nabla h$. At the minimum the quadratic term is minus half the linear one, so
\begin{equation}
\Delta F_{\rm el}=-\tfrac12\int\boldsymbol\tau\cdot\mathbf u\,d^2x .
\end{equation}

For a traction $q\sin kx$, take the Airy function $\phi=(q/k)\,z e^{kz}\cos kx$, which decays into the solid ($z<0$). At $z=0$ it gives
\begin{align}
\sigma_{xz}&=-\partial_x\partial_z\phi=q\sin kx,\qquad \sigma_{zz}=\partial_x^2\phi=0,\\
\sigma_{xx}&=\partial_z^2\phi=2q\cos kx .
\end{align}
In plane strain $\partial_xu_x=(1-\nu^2)\sigma_{xx}/E$ at this surface, so $u_x=2(1-\nu^2)\tau_x/(Ek)$. For $h=a\cos kx$ the mean of $\tau_x^2$ is $\sigma^2k^2a^2/2$, and the energy per area is
\begin{equation}
-\frac12\,\frac{2(1-\nu^2)}{Ek}\,\frac{\sigma^2k^2a^2}{2}=-\tfrac12wka^2,\qquad w=\frac{\sigma^2(1-\nu^2)}{E}.
\end{equation}
A finite-element calculation on a corrugated body, with amplitude 0.004 of the period, gave 0.998 times this value. Most of the shortfall is mesh error: the converged ratio at this amplitude is 0.9995.

Translation symmetry decouples the Fourier modes. Each mode's slope is parallel to its wave vector, so every mode has the same response law. Let $|D|$ multiply each mode by $k$. Then
\begin{equation}
\Delta F[h]=\int\left(\beta|\nabla h|+\tfrac12\Gamma|\nabla h|^2-w\,h|D|h\right)d^2x .
\label{eq:F}
\end{equation}
The cusp term is of first order in height and the other two are of second order.

\section{A ripple has a threshold}

For $h=a\cos kx$ with $a\ge0$, the means of $|\sin kx|$ and $\sin^2kx$ are $2/\pi$ and $1/2$. Per area,
\begin{equation}
\frac{\Delta F}{A}=\frac{2\beta k}{\pi}a-\frac{\Gamma k(k_c-k)}{4}a^2,\qquad k_c=\frac{2w}{\Gamma}.
\label{eq:ripple}
\end{equation}
Without a cusp, every $k<k_c$ lowers the energy at any small amplitude. With a cusp, the linear term wins as $a\to0$, whatever the stress. The energy has a corner at $a=0$, so it has no quadratic expansion there from which a linear growth rate could be obtained.

For $k<k_c$ the maximum follows from $2\beta k/\pi=\Gamma k(k_c-k)a^*/2$:
\begin{equation}
a^*=\frac{4\beta}{\pi\Gamma(k_c-k)} .
\end{equation}
The energy there is half the linear term, $4\beta^2k/[\pi^2\Gamma(k_c-k)]$ per area. Multiplication by the period $2\pi/k$ gives $8\beta^2/[\pi\Gamma(k_c-k)]$ per period and unit length of ridge. In units of the barrier, the energy is $2x-x^2$ with $x=a/a^*$, so the ripple has lower energy than the flat facet only beyond $2a^*$. As $k\to k_c$ the threshold diverges. As $k\to0$ it tends to $2\beta/(\pi w)$, so a long wavelength does not remove it.

Take the round values $E=100$ GPa, $\nu=0.25$, $\sigma=2$ GPa, $\Gamma=\gamma_0=1$ J/m$^2$ and $\beta=0.02$ J/m$^2$. Then
\[
w=\frac{(2\times10^9)^2\times0.9375}{10^{11}}\ \mathrm{J/m^3}=3.75\times10^7\ \mathrm{J/m^3},
\]
and $k_c=0.075$ nm$^{-1}$, a wavelength of 84 nm. At $k=k_c/2$,
\[
a^*=\frac{4\times0.02}{\pi\times0.0375}\ \mathrm{nm}=0.68\ \mathrm{nm},
\]
and the barrier is 0.17 eV per nm of ridge. For a ridge much longer than the period the total is large: 1000 nm would need about 170 eV per period if it rose along its whole length at once, before the extra cost of its ends.

The full surface energy combined with finite-element elasticity gives 0.751, 1.004 and $-0.405$ barriers at $x=0.5$, 1 and 2.2, against 0.750, 1.000 and $-0.440$ from the formula. The last difference is 0.4\% of the elastic relief at that amplitude. The last digits are not converged in the mesh: converged elasticity gives 0.750, 1.001 and $-0.419$, so about 0.014 of that difference is mesh error and 0.021 is finite slope. With the cusp removed, the ripple at $x=0.5$ has energy $-0.249$ barriers. At $1.2k_c$, with the same amplitude and no cusp, it has $+0.242$ in the same unit.

\section{No localized shape avoids a barrier}

A long ridge that rises all at once pays along its whole length, so a local mound or pit is a cheaper way out. Define the barrier $B$ as the lowest maximum energy over all continuous paths from the flat facet to a localized shape with $\Delta F<0$. Let
\[
N^2=\int h^2\,d^2x,\qquad G^2=\int|\nabla h|^2\,d^2x,\qquad T=\int|\nabla h|\,d^2x .
\]
In Fourier space $h|D|h$ pairs $|h_k|$ with $k|h_k|$, so the Cauchy--Schwarz inequality gives $\int h|D|h\,d^2x\le NG$. Completing the square,
\begin{equation}
\tfrac12\Gamma G^2-wNG=\tfrac12\Gamma\left(G-\frac{wN}{\Gamma}\right)^2-\frac{w^2N^2}{2\Gamma}\ge-\frac{w^2N^2}{2\Gamma}.
\label{eq:square}
\end{equation}

The cusp energy $\beta T$ is the energy of the height contours, which are the steps. Let $A(t)$ be the area where $|h|>t$ and $P(t)$ its perimeter. The strip between neighbouring contours has width $dt/|\nabla h|$, so $T=\int_0^\infty P\,dt$. The isoperimetric inequality $P\ge2\sqrt{\pi A}$ then gives $T\ge2\sqrt\pi\int_0^\infty\sqrt A\,dt$. Because $A$ does not increase with $t$, $t\sqrt{A(t)}\le\int_0^t\sqrt{A(s)}\,ds$, and
\begin{equation}
N^2=\int_0^\infty2tA\,dt\le\int_0^\infty2\sqrt{A(t)}\int_0^t\sqrt{A(s)}\,ds\,dt=\left(\int_0^\infty\sqrt A\,dt\right)^2 .
\end{equation}
Hence $T\ge2\sqrt\pi\,N$, and
\begin{equation}
\Delta F\ge2\sqrt\pi\,\beta N-\frac{w^2N^2}{2\Gamma}.
\label{eq:lower}
\end{equation}
The right side peaks at $N_b=2\sqrt\pi\,\beta\Gamma/w^2$ with value $2\pi\beta^2\Gamma/w^2$, and it is positive up to $2N_b$. A shape with negative energy therefore has $N>N_b$, and every path to it crosses $N_b$. This proves
\begin{equation}
B\ge2\pi\beta^2\Gamma/w^2 .
\end{equation}
It also gives a stability statement. An evolution that changes $N$ continuously and never raises the energy cannot leave the region $N<N_b$ if it starts there with $\Delta F<2\pi\beta^2\Gamma/w^2$. Thermal fluctuations can supply the missing energy.

Ripples of arbitrary profile and period $L$ obey a similar bound, with all integrals taken over one period and per ridge length. The profile must rise and fall once, so its peak-to-valley height is at most $T/2$ and its distance from mid-height at most $T/4$. With the mean height set to zero, $N^2\le LT^2/16$, or $T\ge4N/\sqrt L$. Equation (\ref{eq:square}) then gives $\Delta F\ge4\beta N/\sqrt L-w^2N^2/(2\Gamma)$, whose maximum is $8\beta^2\Gamma/(Lw^2)$. For the example period of 168 nm this is 0.085 eV/nm, half the sinusoid's barrier.

\section{A mound that crosses at finite cost}

An explicit path bounds $B$ from above. For $h=He^{-r^2/2R^2}$,
\begin{align}
\int|\nabla h|\,d^2x&=\frac{2\pi H}{R^2}\int_0^\infty r^2e^{-r^2/2R^2}dr=\sqrt2\,\pi^{3/2}HR,\\
\int|\nabla h|^2d^2x&=\frac{2\pi H^2}{R^4}\int_0^\infty r^3e^{-r^2/R^2}dr=\pi H^2 .
\end{align}
The Fourier transform is $2\pi R^2He^{-k^2R^2/2}$, so
\begin{equation}
\int h|D|h\,d^2x=2\pi R^4H^2\int_0^\infty k^2e^{-k^2R^2}dk=\tfrac12\pi^{3/2}H^2R .
\end{equation}
Together,
\begin{equation}
\Delta F=\pi^{3/2}RH\left(\sqrt2\,\beta-\tfrac12wH\right)+\tfrac{\pi}{2}\Gamma H^2 .
\end{equation}
At $H^*=2\sqrt2\,\beta/w$ the bracket vanishes and the energy is $4\pi\beta^2\Gamma/w^2$ for every $R$. Negative energy requires $H>H^*$, so no path within this family can do better.

One path attains this value. At $R^*=2\Gamma/(\sqrt\pi\,w)$ the energy becomes
\[
\Delta F=\frac{2\sqrt2\,\pi\beta\Gamma}{w}H-\frac{\pi\Gamma}{2}H^2,
\]
which has its maximum at $H=H^*$ and is negative beyond $2H^*$. Therefore
\begin{equation}
\frac{2\pi\beta^2\Gamma}{w^2}\le B\le\frac{4\pi\beta^2\Gamma}{w^2}.
\end{equation}
The same construction for a parabolic cap, with its elastic integral done numerically, lowers the upper coefficient from 12.57 to 12.11. A round mound with a flat top and a numerically optimized flank lowers it to about 10.7.

In the example, $H^*=1.5$ nm and $R^*=30$ nm. The energy unit is
\[
\frac{\beta^2\Gamma}{w^2}=\frac{(0.02)^2\times1}{(3.75\times10^7)^2}\ \mathrm{J}=2.84\times10^{-19}\ \mathrm{J}=1.78\ \mathrm{eV},
\]
so $B$ lies between 11 and 22 eV. At 900 K, where $k_BT=0.078$ eV, the lower bound is 144 $k_BT$, and thermal crossing is negligible in this model. The steepest slope of the critical Gaussian is 0.030. Its scale $H^*/R^*=\sqrt{2\pi}\,\beta/\Gamma$ does not depend on stress, so $\beta\ll\Gamma$ keeps the mound shallow. The lower bound, and the thermal estimate based on it, belong to the shallow-surface energy (\ref{eq:F}). They do not cover a path through steeper facets of low surface energy, which a real crystal may offer. Nor do they cover a single atomic step, which costs $\beta s$ per length with no quadratic slope term. A one-layer island of radius $R\gg a_0$, with the elastic modes cut off by $e^{-ka_0}$ at the step core, has energy $2\pi R\beta s-2ws^2R\,[\ln(8R/a_0)-2]$. Its barrier is $2ws^2R_c$ with $\ln(8R_c/a_0)=\pi\beta/(ws)+1$. In the example with $s=0.28$ nm this is 1 to 5 eV for $a_0=0.2$ to 1 nm, well below 11 eV, while $s=0.14$ nm gives about 100 eV or more. For a real facet the step height matters even at this stress.

\section{Where the resistance ends}

Both bounds scale as $\beta^2\Gamma(1-\nu^2)^{-2}E^2\sigma^{-4}$. Halving $\beta$ at fixed stress lowers the lower bound to 36 $k_BT$. Doubling the stress at fixed $\beta$ lowers it to 9 $k_BT$, a value that no longer rules out thermal escape. The critical height is then 0.38 nm, comparable with atomic layers, and a continuous height is a poor description. As $\beta\to0$, for example on approach to the roughening temperature of the facet, the barrier vanishes and the ordinary instability returns.

A miscut also removes the protection against some ripples. Let the mean slope be $p_0>0$ along $x$, with ripples varying along $x$. If $|h'|<p_0$ everywhere, $|p_0+h'|=p_0+h'$, whose mean is $p_0$. The ripple bunches existing steps without creating new ones, and its linear cost is zero. In this model the threshold $k_c$ then applies again from zero amplitude, but only until $|h'|$ reaches $p_0$. Beyond that new steps are needed, and a sinusoid meets no further barrier only if $p_0>ka^*/2$, a miscut of about $0.73^\circ$ for the example ripple. At $0.25^\circ$ it stalls near $0.17a^*$ with 0.088 eV/nm still to climb.

For semiconductor films the chosen modulus has a reasonable order of magnitude, and 2 GPa corresponds to a biaxial strain $\sigma(1-\nu)/E=1.5\%$, moderate for strained epitaxy. The value of $\beta$ is uncertain: it depends on orientation, reconstruction and temperature, and it enters squared. The quadratic slope term with $\Gamma=1$ J/m$^2$ is a model choice. The barriers computed above also assume perfect alignment with the facet. A miscut of $1.5^\circ$ has slope 0.026, above $ka^*=0.025$ for the example ripple. For steps running along the ridges, this takes the cost of reaching $a^*$ from 0.17 eV/nm to none. Dislocations, which relax the stress, and surface stress are also left out. Steps that repel with an energy falling as the inverse square of their distance give a cubic slope term in place of the quadratic one. Gentle slopes then cost less, and the lower bound above no longer applies. The change depends on the strength of the repulsion. With a term $gp^3$ and $g=1$ J/m$^2$, the lowest pass through Gaussian mounds in the example is 4.0 eV instead of 22 eV. It grows as $\sqrt g$, so it returns to 22 eV only at $g\approx32$ J/m$^2$. The thermal estimate therefore does not carry over to such a facet. For a fixed smooth shape the linear cost still dominates at small height.

The remaining numerical values are in the output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus E = 100 GPa, Poisson ratio = 0.25
biaxial stress sigma = 2.0 GPa
stiffness Gamma = 1.00 J/m^2, cusp beta = 0.020 J/m^2
temperature = 900 K, kT = 0.0776 eV
elastic drive w = 37.50 MJ/m^3
critical wave number kc = 0.0750 1/nm
critical wavelength = 83.8 nm
example ripple wavelength (k = kc/2) = 167.6 nm
ripple threshold amplitude a* = 0.679 nm
ripple barrier per area = 0.1621 mJ/m^2
ripple barrier per period and ridge length = 0.1695 eV/nm
lower bound, any ripple of this period = 0.0848 eV/nm
finite-element relief / formula = 0.99809 (no unit)
direct ripple energy at a/a* = 0.5: 0.751 barriers (formula 0.750)
direct ripple energy at a/a* = 1.0: 1.004 barriers (formula 1.000)
direct ripple energy at a/a* = 2.2: -0.405 barriers (formula -0.440)
no cusp, k = 0.5 kc, a = 0.5 a*: -0.249 barriers
no cusp, k = 1.2 kc, a = 0.5 a*: 0.242 barriers
Gaussian constants c1, c2, c3 = 7.8748, 2.7842, 1.5708 (no unit)
scaled mound energies, unit beta^2 Gamma/w^2:
  lower bound 2 pi = 6.283
  Gaussian pass 4 pi = 12.566, by flooding = 12.566
  parabolic-cap pass = 12.113
  smallest of 80 random mounds at trap norm = 10.850
smallest random ripple energy / its bound = 1.802 (300 ripples)
critical Gaussian height H* = 1.508 nm
critical Gaussian radius R* = 30.09 nm
largest slope of critical Gaussian = 0.0304 (no unit)
trap norm N = 50.4 nm^2
mound barrier lower bound = 11.15 eV = 144 kT
mound barrier Gaussian upper bound = 22.31 eV = 288 kT
mound barrier cap upper bound = 21.50 eV
half beta: H* = 0.754 nm, barrier between 2.789 and 5.577 eV
half beta: lower bound = 36.0 kT
double sigma: H* = 0.377 nm, barrier between 0.697 and 1.394 eV
double sigma: lower bound = 9.0 kT
\end{verbatim}
